**Second transfer coefficient of an open uniform RC line**

For a line of total resistance R and capacitance C, driven by an ideal source and open at the far end, H(s) = 1/cosh√(sRC) = 1 − (RC/2)s + (5(RC)²/24)s² + …, where s is the Laplace variable. The program builds a ladder of N pi sections from circuit laws and asserts that its voltage profile, moment profiles and slowest decay rate agree with the formulas for the continuous line. It also asserts the finite-ladder law (5 + 1/N²)(RC)²/24 and recovers the time moments by quadrature of the ladder's step response. Further assertions cover the formulas for driver resistance, load capacitance and series inductance, and the rule for neighbours switching in antiphase. For a copper wire with rough typical inputs and RC = 100 ps, the output gives a second coefficient of 2083.3 ps². A 200 Ω driver with a 1 fF load raises it by 48 %, heating from 25 to 105 °C raises it by 30 %, and antiphase neighbours multiply it by 2.56. Inductance changes it by about −0.1 %.

## Verification by program

```python
"""
Open uniform RC line driven by an ideal voltage source.
Result under test: H(s) = V(far end)/V(source) = 1/cosh(sqrt(s R C))
                        = 1 - (RC/2) s + (5 (RC)^2/24) s^2 + ...
R, C : total resistance and capacitance of the line; s : Laplace variable
m_k  : coefficient of s^k in H;  h(t) : impulse response;  v(t) : step response
The reference is a ladder of N pi sections built from circuit laws only.
Scaled units: R = C = 1.  Example units: kOhm, fF, ps, nH (consistent set).
"""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq


def ladder_matrices(n):
    """Conductance and capacitance matrices of nodes 1..n, R = C = 1."""
    conductance = n * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))
    conductance[-1, -1] = n
    capacitance = np.full(n, 1.0 / n)
    capacitance[-1] = 0.5 / n
    return conductance, np.diag(capacitance)


def ladder_moments(n):
    """Node values of m_1 and m_2 from repeated DC solutions."""
    g, c = ladder_matrices(n)
    first = -np.linalg.solve(g, c @ np.ones(n))
    second = -np.linalg.solve(g, c @ first)
    return first, second


def chain_transfer(s, r, c, r_drive=0.0, c_load=0.0, ind=0.0, n=400):
    """H(s) of a pi-section chain, walked from the far end to the source."""
    volt = np.ones_like(s, dtype=complex)
    curr = s * (c_load + 0.5 * c / n) * volt
    for section in range(n):
        volt = volt + (r + s * ind) / n * curr
        weight = 0.5 if section == n - 1 else 1.0
        curr = curr + s * weight * c / n * volt
    return 1.0 / (volt + r_drive * curr)


def taylor(function, radius, order=2, points=64):
    """Taylor coefficients at s = 0 from values on a circle."""
    angle = 2 * np.pi * np.arange(points) / points
    values = function(radius * np.exp(1j * angle))
    return [np.mean(values * np.exp(-1j * k * angle)).real / radius**k
            for k in range(order + 1)]


def line_transfer(s_rc):
    return 1.0 / np.cosh(np.sqrt(np.asarray(s_rc, dtype=complex)))


# ---- Voltage profile and transfer function against the ladder ----
N = 200
G, CAP = ladder_matrices(N)
x = np.arange(1, N + 1) / N
source = np.zeros(N)
source[0] = N
for s in (0.7, 3.0j, 2.0 + 5.0j):
    nodes = np.linalg.solve(G + s * CAP, source)
    theta = np.sqrt(complex(s))
    profile = np.cosh(theta * (1 - x)) / np.cosh(theta)
    # the ladder differs from the continuous line by order 1/N^2
    assert np.max(np.abs(nodes - profile)) < 1e-4

# ---- Coefficients of the closed form and moment profiles ----
a0, a1, a2 = taylor(line_transfer, 1.0)
assert abs(a0 - 1) < 1e-10 and abs(a1 + 1 / 2) < 1e-10
assert abs(a2 - 5 / 24) < 1e-10
m1_nodes, m2_nodes = ladder_moments(N)
assert np.max(np.abs(m1_nodes - (-x + x**2 / 2))) < 1e-9
assert np.max(np.abs(m2_nodes - (x / 3 - x**3 / 6 + x**4 / 24))) < 5e-6

# ---- Finite number of sections ----
section_m2 = {}
for n in (1, 2, 3, 5, 10, 40):
    section_m2[n] = ladder_moments(n)[1][-1]
    assert abs(section_m2[n] - (5 + 1 / n**2) / 24) < 1e-11

# ---- Nearest pole and time moments from the step response ----
rates, modes = eigh(G, CAP)
assert abs(rates[0] - np.pi**2 / 4) < 1e-4
weights = modes[-1] * (modes.T @ CAP @ np.ones(N))


def step_deficit(t):
    """1 - v(t) at the far end, time in units of RC."""
    return np.exp(-np.outer(np.atleast_1d(t), rates)) @ weights


time = np.linspace(0, 14, 14001)
deficit = step_deficit(time)
mean_time = simpson(deficit, x=time)
half_square = simpson(time * deficit, x=time)
variance = 2 * half_square - mean_time**2
assert abs(mean_time - 1 / 2) < 1e-6
assert abs(half_square - 5 / 24) < 3e-6
assert abs(variance - 1 / 6) < 6e-6
t_half = brentq(lambda t: step_deficit(t)[0] - 0.5, 0.1, 1.0)

# ---- Real part on the frequency axis: remainder of fourth order ----
omega_pair = np.array([0.2, 0.1])
remainder = (chain_transfer(1j * omega_pair, 1.0, 1.0).real
             - (1 - 5 / 24 * omega_pair**2))
assert abs(remainder[0] / remainder[1] - 16) < 0.3

# ---- Worked example: copper wire, rough typical values ----
width_nm, height_nm, length_um = 40.0, 80.0, 200.0
rho_uohm_cm, cap_per_um = 4.0, 0.2
rho_si = rho_uohm_cm * 1e-8
area_si = width_nm * height_nm * 1e-18
R = rho_si * length_um * 1e-6 / area_si / 1e3      # kOhm
C = cap_per_um * length_um                         # fF
RC = R * C                                         # ps
m1, m2 = -RC / 2, 5 * RC**2 / 24
chain_m = taylor(lambda s: chain_transfer(s, R, C), 0.5 / RC)
assert abs(chain_m[1] / m1 - 1) < 1e-5
assert abs(chain_m[2] / m2 - 1) < 1e-5

freq_ghz = 1.0
omega = 2 * np.pi * freq_ghz * 1e-3                # rad/ps
H_exact = complex(line_transfer(1j * omega * RC))
H_first = 1 + m1 * 1j * omega
H_second = H_first + m2 * (1j * omega)**2
assert abs(H_second - H_exact) < abs(H_first - H_exact)
freq_limit = np.pi**2 / 4 / (2 * np.pi * RC) * 1e3  # GHz

# ---- Neglected effects, same wire ----
R_drive, C_load = 0.2, 1.0                         # kOhm, fF
b1 = RC / 2 + R_drive * C + R * C_load + R_drive * C_load
b2 = RC * (RC / 24 + R_drive * C / 6 + R * C_load / 6
           + R_drive * C_load / 2)
m2_gate = b1**2 - b2
gate_chain = taylor(
    lambda s: chain_transfer(s, R, C, R_drive, C_load), 0.5 / RC)
assert abs(gate_chain[1] / (-b1) - 1) < 1e-5
assert abs(gate_chain[2] / m2_gate - 1) < 1e-5

ind_per_um = 0.5                                   # pH/um
L = ind_per_um * length_um * 1e-3                  # nH
shift_ind = -L * C / 2
ind_chain = taylor(lambda s: chain_transfer(s, R, C, ind=L), 0.5 / RC)
assert abs(ind_chain[1] - chain_m[1]) < 1e-8
assert abs((ind_chain[2] - chain_m[2]) / shift_ind - 1) < 1e-4

slope_rho, t_cold, t_hot = 0.007, 25.0, 105.0      # uOhm cm/K, deg C
R_hot = R * (1 + slope_rho * (t_hot - t_cold) / rho_uohm_cm)
m2_hot = taylor(lambda s: chain_transfer(s, R_hot, C), 0.5 / RC)[2]
assert abs(m2_hot / (5 * (R_hot * C)**2 / 24) - 1) < 1e-5

# Ring of four coupled lines, neighbours driven in antiphase
coupling_share, n_bus = 0.6, 40
g_bus, c_bus = ladder_matrices(n_bus)
ring = np.eye(4)
for i in range(4):
    ring[i, (i + 1) % 4] -= coupling_share / 2
    ring[i, (i - 1) % 4] -= coupling_share / 2
g_all, c_all = np.kron(np.eye(4), g_bus), np.kron(ring, c_bus)
drive = np.kron([1.0, -1.0, 1.0, -1.0], np.ones(n_bus))
bus_first = -np.linalg.solve(g_all, c_all @ drive)
bus_second = -np.linalg.solve(g_all, c_all @ bus_first)
bus_factor = bus_second[n_bus - 1] / section_m2[n_bus]
assert abs(bus_factor - (1 + coupling_share)**2) < 1e-9

skin_um = np.sqrt(rho_si / (np.pi * freq_limit * 1e9 * mu_0)) * 1e6
assert skin_um * 1e3 > 5 * max(width_nm, height_nm)

# ---- Printed numbers ----
print("SCALED LINE (R = C = 1)")
print(f"m1 from closed form: {a1:.6f}")
print(f"m2 from closed form: {a2:.6f}   5/24 = {5/24:.6f}")
print(f"m2 from step response, {N} sections: {half_square:.6f}")
print(f"mean of h: {mean_time:.6f}   variance of h: {variance:.6f}")
print(f"slowest decay rate, ladder: {rates[0]:.5f}"
      f"   pi^2/4 = {np.pi**2/4:.5f}")
for n in (1, 2, 3, 10):
    print(f"m2 of {n} pi section(s): {section_m2[n]:.6f}")
print("COPPER WIRE (rough typical inputs)")
print(f"width {width_nm:.0f} nm, height {height_nm:.0f} nm,"
      f" length {length_um:.0f} um")
print(f"resistivity {rho_uohm_cm:.1f} uOhm cm,"
      f" capacitance {cap_per_um:.2f} fF/um")
print(f"R = {R:.3f} kOhm   C = {C:.1f} fF   RC = {RC:.2f} ps")
print(f"m1 = {m1:.2f} ps   m2 = {m2:.1f} ps^2")
print(f"second time moment 2 m2 = {2*m2:.1f} ps^2")
print(f"s^2 coefficient of 1/H = {RC**2/24:.1f} ps^2")
print(f"standard deviation of h = {RC*np.sqrt(variance):.2f} ps")
print(f"50% step delay = {t_half*RC:.2f} ps ({t_half:.4f} RC)")
print(f"m2 of one pole with same mean = {section_m2[1]*RC**2:.1f} ps^2")
print(f"series converges below {freq_limit:.3f} GHz")
print(f"at {freq_ghz:.1f} GHz, omega RC = {omega*RC:.4f}")
print(f"H exact        = {H_exact.real:.4f} {H_exact.imag:+.4f} i")
print(f"H first order  = {H_first.real:.4f} {H_first.imag:+.4f} i")
print(f"H second order = {H_second.real:.4f} {H_second.imag:+.4f} i")
print(f"error |dH|: first {abs(H_first-H_exact):.4f},"
      f" second {abs(H_second-H_exact):.4f}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"driver {R_drive*1e3:.0f} Ohm, load {C_load:.1f} fF:"
      f" b1 = {b1:.2f} ps, b2 = {b2:.1f} ps^2")
print(f"  m2 = {m2_gate:.1f} ps^2, change {100*(m2_gate/m2-1):+.1f} %")
print(f"inductance {ind_per_um:.1f} pH/um, L = {L*1e3:.0f} pH:"
      f" shift of m2 {shift_ind:.2f} ps^2")
print(f"  relative shift {100*shift_ind/m2:+.3f} %")
print(f"heating {t_cold:.0f} to {t_hot:.0f} C at {slope_rho:.3f} uOhm cm/K:"
      f" R = {R_hot:.3f} kOhm")
print(f"  m2 = {m2_hot:.1f} ps^2, change {100*(m2_hot/m2-1):+.1f} %")
print(f"antiphase bus, coupling share {coupling_share:.1f}:"
      f" m2 factor {bus_factor:.3f}")
print(f"  m2 = {bus_factor*m2:.1f} ps^2")
print(f"skin depth at {freq_limit:.2f} GHz = {skin_um:.2f} um")
print("all assertions hold")
```

Output:

```
SCALED LINE (R = C = 1)
m1 from closed form: -0.500000
m2 from closed form: 0.208333   5/24 = 0.208333
m2 from step response, 200 sections: 0.208334
mean of h: 0.500000   variance of h: 0.166669
slowest decay rate, ladder: 2.46739   pi^2/4 = 2.46740
m2 of 1 pi section(s): 0.250000
m2 of 2 pi section(s): 0.218750
m2 of 3 pi section(s): 0.212963
m2 of 10 pi section(s): 0.208750
COPPER WIRE (rough typical inputs)
width 40 nm, height 80 nm, length 200 um
resistivity 4.0 uOhm cm, capacitance 0.20 fF/um
R = 2.500 kOhm   C = 40.0 fF   RC = 100.00 ps
m1 = -50.00 ps   m2 = 2083.3 ps^2
second time moment 2 m2 = 4166.7 ps^2
s^2 coefficient of 1/H = 416.7 ps^2
standard deviation of h = 40.83 ps
50% step delay = 37.87 ps (0.3787 RC)
m2 of one pole with same mean = 2500.0 ps^2
series converges below 3.927 GHz
at 1.0 GHz, omega RC = 0.6283
H exact        = 0.9228 -0.2944 i
H first order  = 1.0000 -0.3142 i
H second order = 0.9178 -0.3142 i
error |dH|: first 0.0797, second 0.0204
NEGLECTED EFFECTS (rough inputs)
driver 200 Ohm, load 1.0 fF: b1 = 60.70 ps, b2 = 601.7 ps^2
  m2 = 3082.8 ps^2, change +48.0 %
inductance 0.5 pH/um, L = 100 pH: shift of m2 -2.00 ps^2
  relative shift -0.096 %
heating 25 to 105 C at 0.007 uOhm cm/K: R = 2.850 kOhm
  m2 = 2707.5 ps^2, change +30.0 %
antiphase bus, coupling share 0.6: m2 factor 2.560
  m2 = 5333.3 ps^2
skin depth at 3.93 GHz = 1.61 um
all assertions hold
```
